# Critical thickness from the lower Lambert branch and safeguarded Newton iteration

The equilibrium critical thickness of a misfitting film satisfies

$$h=p\left[\ln\frac hb+1\right],\tag{1}$$

where $b>0$ is the Burgers vector length and $p>0$ is a length inversely proportional to the misfit. Real solutions exist if and only if $p\ge b$. The physical one is

$$h_c=-p\,W_{-1}\!\left(-\frac{b}{e\,p}\right),\tag{2}$$

with $W_{-1}$ the lower real branch of the Lambert function, defined by $We^{W}=z$ and $W\le-1$. With $u=\ln(p/b)$, the same root is bracketed by

$$p\,(1+\sqrt{2u})\le h_c\le p\,(1+\sqrt{2u}+u),\tag{3}$$

and Newton iteration started at the upper end descends to it. Started at the seemingly natural guess $h=b$, Newton iteration fails at its first step.

## Where the equation comes from

Take a flat, isotropic film on a thick substrate with the same shear modulus $\mu$ and Poisson ratio $\nu$. Let $f>0$ be the magnitude of the misfit and $\varepsilon$ the in-plane strain, equal in both directions. The free surface requires zero normal stress, which fixes the normal strain at $-2\nu\varepsilon/(1-\nu)$. Hooke's law then gives the in-plane stress

$$\sigma=2\mu\varepsilon\left(1+\frac{2\nu}{1-\nu}\right)=M\varepsilon,\qquad M=\frac{2\mu(1+\nu)}{1-\nu}.$$

Two directions each contribute $\sigma\varepsilon/2$, so the energy per area is $M\varepsilon^2h$.

A dislocation whose Burgers vector makes an angle $\beta$ with its line has edge part $b\sin\beta$ and screw part $b\cos\beta$. For the edge part, with $D=\mu b\sin\beta/[2\pi(1-\nu)]$, the stresses are $\sigma_{rr}=\sigma_{\theta\theta}=-D\sin\theta/r$ and $\sigma_{r\theta}=D\cos\theta/r$. In plane strain their energy density is

$$w=\frac{D^2}{2\mu r^2}\left[(1-2\nu)\sin^2\theta+\cos^2\theta\right].$$

The integral of the bracket over $\theta$ is $2\pi(1-\nu)$. The energy per line length is therefore $\mu b^2\sin^2\beta/[4\pi(1-\nu)]$ times $\int dr/r$. The screw stress $\mu b\cos\beta/(2\pi r)$ similarly gives $\mu b^2\cos^2\beta/(4\pi)$ times the same integral. The two fields share no stress component, so their energies add:

$$K=\frac{\mu b^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)}.$$

The radial integral runs from the core to a distance of order $h$, where the free surface screens the field. It gives $\ln(h/b)$ plus a constant. That constant, which also carries the core energy, is set to 1 by convention.

Now insert two perpendicular arrays, each with $\rho$ lines per unit length. If $b_\parallel$ is the in-plane edge component, each array reduces the strain across it by $\rho b_\parallel$. Neglecting interactions between dislocations,

$$E(\rho)=Mh(f-\rho b_\parallel)^2+2\rho K\left[\ln\frac hb+1\right].$$

Since $E''=2Mhb_\parallel^2>0$, the sign of the slope at $\rho=0$ decides whether dislocations lower the energy:

$$E'(0)=-2Mhfb_\parallel+2K\left[\ln\frac hb+1\right].$$

Setting this to zero gives (1), with

$$p=\frac{K}{Mfb_\parallel}=\frac{b^2(1-\nu\cos^2\beta)}{8\pi(1+\nu)fb_\parallel}.\tag{4}$$

The shear modulus cancels. For the example take $b=0.4$ nm, $b_\parallel=b/2$, $\beta=60^\circ$, $\nu=0.3$, $\mu=50$ GPa and $f=0.01$. Then $M=185.7$ GPa and $K=8.412\times10^{-10}$ J/m, so

$$p=\frac{8.412\times10^{-10}}{(185.7\times10^{9})(0.01)(0.2\times10^{-9})}\ \text{m}=2.265\ \text{nm}.$$

Hence $p/b=5.662$ and $u=1.734$.

## What the naive iteration does

Write $F(h)=h-p[\ln(h/b)+1]$, with $F'(h)=1-p/h$. One Newton step is

$$h_1=h_0-\frac{h_0[h_0-p-p\ln(h_0/b)]}{h_0-p}
=\frac{p\,h_0\ln(h_0/b)}{h_0-p}.\tag{5}$$

For $p>b$, the signs in this form, together with the convexity of $F$, settle the fate of every positive start.

- At $h_0=b$ the logarithm vanishes and $h_1=0$, where $F$ is undefined.
- For $b<h_0<p$ the numerator is positive and the denominator negative, so $h_1<0$.
- At $h_0=p$ the step is singular.
- For $0<h_0<b$ the new iterate $h_1$ is positive, but the iteration converges to an unwanted root.
- For $h_0>p$ it converges to $h_c$.

The last two statements follow from convexity, $F''=p/h^2>0$. A tangent lies on or below the curve, so at a root of $F$ its value is at most zero. Left of $p$ the tangent slopes down, and its zero lies at or to the left of the lower root. From there the iterates rise towards that root. Right of $p$ the tangent slopes up, and its zero lies at or to the right of the upper root. From there the iterates fall towards it.

In the example, (5) sends 0.40 nm to zero and 1.20 nm to $-2.80$ nm. A start at 2.40 nm, just above $p$, goes to 72.1 nm: it will converge, but the small slope has thrown it far away. A start at 0.20 nm goes to 0.152 nm, on its way to the wrong root. A usable scheme must therefore decide whether a root exists, select the right one, and start in a controlled place.

## Existence and the choice of branch

$F$ tends to $+\infty$ both as $h\to0^+$ and as $h\to\infty$. Its minimum is at $h=p$:

$$F(p)=-p\ln\frac pb.$$

There are thus two roots for $p>b$, one double root $h=b$ for $p=b$, and none for $p<b$.

When $p>b$, the values $F(b/e)=b/e>0$ and $F(b)=b-p<0$ place the lower root between $b/e$ and $b$. That is inside the core cut-off, where the logarithmic energy has no meaning, so this root is rejected. The upper root exceeds $p$. For $b\le h<h_c$ we have $F<0$, hence $E'(0)>0$, and the coherent film is stable against this relaxation. Above $h_c$ dislocations lower the energy.

To solve in closed form, put $x=h/p$. Equation (1) becomes

$$x=\ln x+\ln\frac pb+1
\quad\Longrightarrow\quad
\ln x-x=-1-\ln\frac pb.$$

Exponentiating and changing sign gives

$$(-x)e^{-x}=-\frac{b}{ep}.$$

So $-x$ is a Lambert function of the right side. The physical root has $x\ge1$, hence $-x\le-1$, which selects $W_{-1}$ and proves (2). The upper real branch, with $W\ge-1$, gives the rejected root.

In the example the argument is $-0.06497$ and $W_{-1}=-4.159$, so

$$h_c=4.159\times2.265\ \text{nm}=9.42\ \text{nm}=9.42\times10^{-9}\ \text{m}.$$

The upper branch value $-0.06966$ gives 0.158 nm, which lies between $b/e=0.147$ nm and $b$.

By (4), the condition $p\ge b$ is a limit on the misfit:

$$f\le f_{\max}=\frac{b(1-\nu\cos^2\beta)}{8\pi(1+\nu)b_\parallel}=0.0566$$

for these parameters. At $f=0.06$, $p/b=0.944$ and $W_{-1}=-0.961-0.339\,i$. The complex value signals that there is no thickness to report; its real part must not be used as one.

This limit belongs to the equation and is not a material prediction. At threshold $h_c=b$, where continuum elasticity has already failed. The limit also depends on the core convention. If the constant 1 is replaced by $c$, then

$$\ln\frac hb+c=\ln\frac{h}{b\,e^{1-c}}+1,$$

so $b$ is replaced by $b\,e^{1-c}$ with $p$ held fixed, and

$$h_c=-p\,W_{-1}\!\left(-\frac bp e^{-c}\right).$$

For $c=0.5$ the example gives 7.9 nm and a threshold $p/b=1.65$; for $c=1.5$ it gives 10.9 nm and 0.61. The core constant thus shifts $h_c$ by about 16% either way here, far more than the error left by the converged Newton iteration below.

## A bracket that makes Newton safe

Let $y=h/p-1$, so that the physical root satisfies

$$g(y)=y-\ln(1+y)=u,\qquad y\ge0.$$

Here $g'(y)=y/(1+y)$ is positive for $y>0$. Put $s=\sqrt{2u}$, so $u=s^2/2$, and take $u>0$.

For the lower bound, the difference $\ln(1+s)-s+s^2/2$ vanishes at $s=0$ and has derivative $s^2/(1+s)>0$. It is therefore positive, which means $g(s)<s^2/2=u$. For the upper bound, $e^s>1+s+s^2/2$ gives

$$g(s+u)=s+u-\ln(1+s+s^2/2)>u.$$

Since $g$ increases, the root $y_*$ lies between $s$ and $s+u$. This is (3). In the example it reads $6.48\ \text{nm}<h_c<10.41\ \text{nm}$.

The Newton map in this variable is

$$N(y)=y-\frac{[g(y)-u](1+y)}{y},\qquad N'(y)=\frac{g(y)-u}{y^2}.$$

From $y>y_*$, convexity gives $y_*\le N(y)\le y$, so the upper end of the bracket starts a monotone descent. For $s\le y\le y_*$, $N$ is decreasing, so the largest image is $N(s)$. The requirement $N(s)\le s+s^2/2$ rearranges to

$$\ln(1+s)\le s-\frac{s^2}{2}+\frac{s^3}{2(1+s)}
=\frac12\left[(1+s)-\frac1{1+s}\right].$$

Both sides vanish at $s=0$. The derivative of the right side minus that of the left is $\frac12[1-1/(1+s)]^2\ge0$, so the inequality holds. Newton iteration therefore maps the bracket into itself. In exact arithmetic no safeguard is needed once the start lies inside it.

The scheme is as follows.

1. Compute $p$. If $p<b$, report that no solution exists; if $p=b$, return $b$.
2. Compute $u$ and $s$, set the bracket to $[s,s+u]$, and start at $y=s+u$.
3. Use the sign of $g(y)-u$ to move one bracket end to $y$, then form $N(y)$. If it falls outside the bracket, use the midpoint instead.
4. Stop when the change in $y$ is a few rounding units of $1+y$, and return $h_c=p(1+y)$.

In the example the iterates are

$$10.409423,\quad 9.433960,\quad 9.419994,\quad 9.419990\ \text{nm}.$$

These digits show convergence, not physical accuracy. Two further updates leave the value unchanged at this resolution, and no midpoint is used.

The speed follows from expanding $N$ about $y_*$. Since $N'(y_*)=0$ and $N''(y_*)=1/[y_*(1+y_*)]$, an error $\delta$ in $h$ becomes, to leading order,

$$\delta'\simeq\frac{p}{2h_c(h_c-p)}\,\delta^2.$$

The prefactor is 0.0168 nm$^{-1}$ here. The error 0.01397 nm after the first update predicts $3.28\times10^{-6}$ nm after the second; the iteration gives $3.27\times10^{-6}$ nm.

The midpoint rule acts only when the bracket is cruder. With lower end $p$ and a start at $1.001p=2.267$ nm, the first Newton step would go to 3933 nm. One midpoint replaces it, and the whole calculation takes six updates. Plain Newton iteration also returns from 3933 nm, in seven updates, because $F$ is nearly linear at large $h$; here the midpoint avoids the excursion and saves one update. With the tight bracket, 60 logarithmically spaced values of $u$ from $10^{-4}$ to 50 needed at most five.

## Two limits and the sensitivity

Near threshold $y$ is small and $g(y)=y^2/2-y^3/3+\dots$. Inserting $y=s+as^2$ and cancelling the $s^3$ terms gives $a=1/3$, so

$$h_c\simeq p\left[1+\sqrt{2u}+\frac{2u}{3}\right].$$

At $f=0.055$, where $p/b=1.0295$, this gives 0.5191 nm; the full solution is 0.5192 nm.

For small misfit $u$ is large. From $x=1+u+\ln x$ and $x>1+u$,

$$h_c>p\,[1+u+\ln(1+u)].$$

The bracket shows that $x/(1+u)\to1$, so the neglected term $\ln[x/(1+u)]$ tends to zero. At $f=0.01$ the estimate is still 10% low relative to $h_c$.

Differentiating (1) gives $(1-p/h_c)\,dh_c=h_c\,dp/p$. Because $p\propto1/f$,

$$\frac{d\ln h_c}{d\ln f}=-\frac{h_c}{h_c-p}.$$

This is $-1.32$ in the example and diverges at threshold. With all other parameters fixed, the solutions are:

| $f$ | $p/b$ | $h_c$ (nm) |
|---|---:|---:|
| 0.005 | 11.32 | 22.9 |
| 0.010 | 5.66 | 9.42 |
| 0.020 | 2.83 | 3.63 |
| 0.040 | 1.42 | 1.18 |

The last row is only about three Burgers vectors thick and should be read as a solution of the equation, not as a reliable film thickness.

## Which solver to use

Away from threshold the two methods give the same thickness, and (2) is the shorter to write. They differ when $p$ is very close to $b$. A relative rounding error $\eta$ in the argument of $W$ shifts $u$ by about $\eta$. Since $g'(y)\simeq y$, it shifts $y$ by $\eta/y$, a relative error $\eta/y^2\simeq\eta/(2u)$. In the Newton form, rounding $y$ and $\ln(1+y)$ leaves an error of order $\eta y$ in $g$, hence a relative error of order $\eta/y$ in the root.

This advantage requires $(p-b)/b$ to be known separately and $\ln(1+y)$ to be evaluated by a routine accurate at small $y$. For 20 equally spaced values of $(p-b)/b$ from $10^{-10}$ to $2\times10^{-9}$, in double precision, the largest relative error of $y$ was $2.2\times10^{-7}$ from rounding the argument of $W$ and $2.8\times10^{-12}$ for Newton, judged against 50-digit arithmetic. The first figure contains only the rounding of the argument: $W$ itself was evaluated with 50 digits, and a double-precision routine can add a much larger error so close to the branch point. These are errors of $y$; since $h_c=p(1+y)$ with $y$ small, the rounding of the argument changes $h_c$ itself by only about $5\times10^{-12}$ in relative terms. The gain is numerical; the continuum model has no such accuracy there.

## Reading the thickness for a real film

The chosen geometry resembles $60^\circ$ dislocations in silicon-germanium on (001) silicon, where $b$ is roughly 0.38 nm and a 1% misfit corresponds to roughly one quarter germanium. Real crystals are anisotropic and the layers differ in stiffness. By the sensitivity above, a 10% change in $K/M$ would move $h_c$ by about 13%. The actual difference is larger: with the cubic elastic constants of silicon and the alloy, $K/M$ for a $60^\circ$ dislocation is about 25 to 30% above the value of the example at equal $b$, and with $b=0.384$ nm the same equation gives $h_c$ of 12 to 13 nm at $f=0.01$. Kinetics also matters: dislocations must nucleate and glide, so a film can remain coherent beyond the equilibrium thickness. The value 9.42 nm therefore marks where relaxation becomes energetically favourable in this model, not where it must be seen.

Nor does relaxation become complete at $h_c$. Setting $E'(\rho)=0$ above it gives the residual strain $fp[\ln(h/b)+1]/h$. At $h=2h_c$ this is

$$\frac f2\left[1+\frac{p\ln2}{h_c}\right]=0.0058,$$

or 58% of the misfit, within the approximation of non-interacting dislocations.
